# Fractional Translations Do Not Prove That a Space Group Is Nonsymmorphic: test program

```python
"""
Result under test: a space group is symmorphic exactly when one point p obeys
(1-R)p - v_R in T for every point operation R. Here {R|v}: r -> R r + v, and T
is the full body-centred lattice. Fractional translations or screws in a list
do not decide the matter. I222 has such a point; I212121 has none, although
each of its cosets contains a pure rotation. Consequence: at the zone point
W = (1/2,1/2,1/2) all spinless levels of I212121 are paired, those of I222 not.
Positions are fractional; lengths are in bohr and energies in hartree.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
cell = np.array([8.0, 9.0, 10.0])
depth, width = 0.5, 1.0
u = np.array([0.11, 0.16, 0.21])
quarter = np.full(3, 0.25)
rotation = {"x": np.diag([1, -1, -1]), "y": np.diag([-1, 1, -1]),
            "z": np.diag([-1, -1, 1])}
direction = {"x": 0, "y": 1, "z": 2}
groups = {
    "I222": {"x": np.array([.5, 0, 0]), "y": np.array([0, .5, 0]),
             "z": np.array([0, 0, .5])},
    "I212121": {"x": np.array([0, 0, .5]), "y": np.array([.5, 0, 0]),
                "z": np.array([0, .5, 0])}}


def in_lattice(t):
    """True for integer vectors and integer vectors plus (1/2,1/2,1/2)."""
    doubled = np.rint(2 * np.asarray(t)).astype(int)
    return bool(np.allclose(2 * np.asarray(t), doubled, atol=1e-10)
                and len(set(doubled % 2)) == 1)


def affine(R, v):
    M = np.eye(4)
    M[:3, :3], M[:3, 3] = R, v
    return M


# Both lists must close modulo the lattice.
for ops in groups.values():
    for a, b in itertools.product("xyz", repeat=2):
        product = affine(rotation[a], ops[a]) @ affine(rotation[b], ops[b])
        if a == b:
            target = np.zeros(3)
        else:
            third = (set("xyz") - {a, b}).pop()
            assert np.allclose(product[:3, :3], rotation[third])
            target = ops[third]
        assert in_lattice(product[:3, 3] - target)

# Origin shift by conjugation, compared with the shift formula.
rng = np.random.default_rng(4)
for name in "xyz":
    R = rotation[name]
    v, p = rng.normal(size=3), rng.normal(size=3)
    moved = affine(np.eye(3), -p) @ affine(R, v) @ affine(np.eye(3), p)
    v_new = moved[:3, 3]
    assert np.allclose(v_new, v + (R - np.eye(3)) @ p)
    assert np.allclose((v + R @ v) / 2, (v_new + R @ v_new) / 2)
    removed = affine(np.eye(3), -v / 2) @ affine(R, v) @ affine(np.eye(3), v / 2)
    assert np.allclose(removed[:3, 3], (v + R @ v) / 2)
    # The I222 list is the translation-free list seen from a shifted origin.
    shifted = (affine(np.eye(3), quarter) @ affine(R, np.zeros(3))
               @ affine(np.eye(3), -quarter))
    assert in_lattice(shifted[:3, 3] - groups["I222"][name])

# A common point has 2p in half-integers, so multiples of 1/4 are exhaustive.
# The finer 1/8 grid includes them all.
site_order, full_sites = {}, {}
for label, ops in groups.items():
    orders = {}
    for point in itertools.product(range(8), repeat=3):
        p = np.array(point) / 8
        orders[point] = 1 + sum(in_lattice(rotation[n] @ p + ops[n] - p)
                                for n in "xyz")
    site_order[label] = max(orders.values())
    full_sites[label] = [np.array(q) / 8 for q, m in orders.items() if m == 4]
assert site_order == {"I222": 4, "I212121": 2}
assert any(np.allclose(p, quarter) for p in full_sites["I222"])
assert len(full_sites["I222"]) == 8 and not full_sites["I212121"]

# Enumerate the members of each coset: pure rotations and screws.
translations = [np.array(t) + c for t in itertools.product(range(-2, 3), repeat=3)
                for c in (0.0, 0.5)]
miss, kinds = {}, {}
for label, ops in groups.items():
    axes = {}
    kinds[label] = {}
    for name in "xyz":
        axes[name], found = [], set()
        for t in translations:
            v = ops[name] + t
            intrinsic = (v + rotation[name] @ v) / 2
            found.add(float(intrinsic[direction[name]] % 1))
            if np.allclose(intrinsic, 0):
                axes[name].append(v / 2)
        kinds[label][name] = found
        assert found == {0.0, 0.5}
    miss[label] = []
    for first, second in (("y", "z"), ("x", "z"), ("x", "y")):
        normal = np.cross(np.eye(3)[direction[first]], np.eye(3)[direction[second]])
        miss[label].append(min(abs(normal @ ((p - q) * cell))
                               for p in axes[first] for q in axes[second]))
assert np.allclose(miss["I222"], 0)
assert np.allclose(miss["I212121"], cell / 4)

# One general orbit per group; eight wells per conventional cell.
positions = {}
for label, ops in groups.items():
    start = u + quarter if label == "I222" else u
    orbit = [start] + [rotation[n] @ start + ops[n] for n in "xyz"]
    positions[label] = np.array([r + c for r in orbit for c in (0.0, 0.5)])
strength = 8 * depth * (2 * np.pi) ** 1.5 * width ** 3 / np.prod(cell)


def structure_factor(hkl, sites):
    return np.exp(-2j * np.pi * (np.asarray(hkl) @ sites.T)).sum(axis=-1)


def damping(hkl):
    G = 2 * np.pi * np.asarray(hkl) / cell
    return np.exp(-width ** 2 * (G ** 2).sum(axis=-1) / 2)


def potential(hkl, sites):
    return -strength / 8 * damping(hkl) * structure_factor(hkl, sites)


# Fourier coefficients from the potential summed in real space.
n_grid = 24
for label, sites in positions.items():
    factors = []
    for i in range(3):
        x = np.arange(n_grid)[None, :, None] / n_grid
        d = x - (sites[:, i] % 1)[:, None, None] + np.arange(-2, 3)[None, None, :]
        factors.append(np.exp(-(d * cell[i]) ** 2 / (2 * width ** 2)).sum(axis=2))
    V_real = -depth * np.einsum("jx,jy,jz->xyz", *factors)
    V_fft = np.fft.fftn(V_real) / n_grid ** 3
    for hkl in itertools.product(range(-2, 3), repeat=3):
        assert abs(V_fft[hkl] - potential(hkl, sites)) < 1e-11

# General absences are identical in the two groups.
absent = {}
reflections = list(itertools.product(range(-4, 5), repeat=3))
for label, sites in positions.items():
    absent[label] = {h for h in reflections if abs(structure_factor(h, sites)) < 1e-9}
    assert absent[label] == {h for h in reflections if sum(h) % 2}


def hamiltonian(q, sites):
    difference = q[:, None, :] - q[None, :, :]
    H = potential(difference, sites)
    kinetic = 0.5 * ((2 * np.pi * q / cell) ** 2).sum(axis=1)
    return H + np.diag(kinetic)


def operator(R, v, q):
    """Matrix of {R|v} on plane waves exp(2 pi i q.r)."""
    D = np.zeros((len(q), len(q)), complex)
    for j, wave in enumerate(q):
        image = R @ wave
        i = int(np.argmin(np.abs(q - image).sum(axis=1)))
        assert np.allclose(q[i], image)
        D[i, j] = np.exp(-2j * np.pi * image @ v)
    return D


# Four waves of equal kinetic energy at W.
four = np.array([[.5, .5, .5], [.5, -.5, -.5], [-.5, .5, -.5], [-.5, -.5, .5]])
kinetic_W = np.pi ** 2 / 2 * (1 / cell ** 2).sum()
E0 = kinetic_W - strength
pairs = np.array([[1, 1, 0], [1, 0, 1], [0, 1, 1]])
cx, cy, cz = np.cos(2 * np.pi * u)
sx, sy, sz = np.sin(2 * np.pi * u)
coef = {"I222": -strength * damping(pairs) * np.array([cx * cy, cx * cz, cy * cz]),
        "I212121": strength * damping(pairs) * np.array([sx * cy, sz * cx, sy * cz])}
assert np.allclose(potential(pairs, positions["I222"] - quarter), coef["I222"])
assert np.allclose(potential(pairs, positions["I212121"]), 1j * coef["I212121"])
A, B, C = coef["I222"]
root = np.sqrt((coef["I212121"] ** 2).sum())
formula = {"I222": E0 + np.sort([A + B + C, A - B - C, -A + B - C, -A - B + C]),
           "I212121": E0 + np.array([-root, -root, root, root])}
four_levels, exchange_sign = {}, {}
for label, ops in groups.items():
    H = hamiltonian(four, positions[label])
    four_levels[label] = np.linalg.eigvalsh(H)
    assert np.allclose(four_levels[label], formula[label], atol=1e-12)
    Dz = operator(rotation["z"], ops["z"], four)
    Dy = operator(rotation["y"], ops["y"], four)
    for D in (Dz, Dy):
        assert np.allclose(D @ H, H @ D)
    exchange_sign[label] = np.trace(Dz @ Dy @ np.linalg.inv(Dy @ Dz)).real / 4
    assert np.allclose(Dz @ Dy, exchange_sign[label] * Dy @ Dz)
assert np.isclose(exchange_sign["I222"], 1)
assert np.isclose(exchange_sign["I212121"], -1)
K = (hamiltonian(four, positions["I212121"]) - E0 * np.eye(4)) / 1j
assert np.allclose(K.imag, 0) and np.allclose(K, -K.T)
assert np.allclose(K @ K, -root ** 2 * np.eye(4))

# Larger symmetric bases, with Gamma as a control.
cutoff = 6.0
even = np.array([h for h in itertools.product(range(-7, 8), repeat=3)
                 if sum(h) % 2 == 0], float)


def levels(k, sites):
    q = even + k
    q = q[0.5 * ((2 * np.pi * q / cell) ** 2).sum(axis=1) <= cutoff]
    return np.linalg.eigvalsh(hamiltonian(q, sites))


W = np.full(3, 0.5)
full_W = {label: levels(W, sites) for label, sites in positions.items()}
gamma = levels(np.zeros(3), positions["I212121"])
paired = full_W["I212121"]
assert len(paired) % 2 == 0
pair_error = np.max(np.abs(paired[1::2] - paired[::2]))
assert pair_error < 1e-10
smallest_gap = np.min(np.diff(full_W["I222"][:4]))
gamma_gap = np.min(np.diff(gamma[:5]))
assert smallest_gap > 1e-4
assert gamma_gap > 1e-6


def show(values, digits=6):
    return " ".join(f"{x:.{digits}f}" for x in values)


print("Cell edges a b c (bohr):", show(cell, 2))
print("Well depth (hartree), width (bohr):", depth, width)
print("General position u (fractional):", show(u, 2))
print("I222 wells start at u + (fractional):", show(quarter, 2))
for label, ops in groups.items():
    print(f"--- {label} ---")
    for name in "xyz":
        print(f"Listed translation, rotation about {name}:", show(ops[name], 2))
    print("Intrinsic parts in each coset (mod 1):", sorted(kinds[label]["z"]))
    print("Largest site-symmetry order:", site_order[label])
    print("Common fixed points per conventional cell:", len(full_sites[label]))
    print("Axis miss distances yz, xz, xy (bohr):", show(miss[label], 3))
    print("Absent reflections, |h|,|k|,|l| <= 4:", len(absent[label]))
    print("Exchange sign of z and y rotations at W:", f"{exchange_sign[label]:+.0f}")
    print("A B C for 110 101 011 (hartree):", show(coef[label]))
    print("Four-wave levels at W (hartree):", show(four_levels[label]))
    print("Large-basis levels at W (hartree):", show(full_W[label][:4]))
print("--- comparison ---")
print("Reflections examined:", len(reflections))
print("Kinetic energy of the four waves (hartree):", f"{kinetic_W:.6f}")
print("Mean potential (hartree):", f"{-strength:.6f}")
print("E0 (hartree):", f"{E0:.6f}")
print("I212121 root of A^2+B^2+C^2 (hartree):", f"{root:.6f}")
print("Plane-wave cutoff (hartree):", cutoff)
print("Plane waves at W:", len(paired))
print("I212121 largest splitting within a pair < 1e-10 hartree:", pair_error < 1e-10)
print("I222 smallest gap, lowest four at W (hartree):", f"{smallest_gap:.6f}")
print("The same gap (eV):", f"{smallest_gap * HARTREE_EV:.4f}")
pair_gap = paired[2] - paired[1]
print("I212121 gap between lowest pairs at W (hartree):", f"{pair_gap:.6f}")
print("The same gap (eV):", f"{pair_gap * HARTREE_EV:.4f}")
print("I212121 lowest five levels at Gamma (hartree):", show(gamma[:5]))
print("I212121 smallest gap among them (hartree):", f"{gamma_gap:.6f}")
print("PASS")
```

It prints:

```
Cell edges a b c (bohr): 8.00 9.00 10.00
Well depth (hartree), width (bohr): 0.5 1.0
General position u (fractional): 0.11 0.16 0.21
I222 wells start at u + (fractional): 0.25 0.25 0.25
--- I222 ---
Listed translation, rotation about x: 0.50 0.00 0.00
Listed translation, rotation about y: 0.00 0.50 0.00
Listed translation, rotation about z: 0.00 0.00 0.50
Intrinsic parts in each coset (mod 1): [0.0, 0.5]
Largest site-symmetry order: 4
Common fixed points per conventional cell: 8
Axis miss distances yz, xz, xy (bohr): 0.000 0.000 0.000
Absent reflections, |h|,|k|,|l| <= 4: 364
Exchange sign of z and y rotations at W: +1
A B C for 110 101 011 (hartree): -0.020798 -0.010110 -0.007501
Four-wave levels at W (hartree): 0.061471 0.096693 0.118069 0.123287
Large-basis levels at W (hartree): 0.049904 0.080270 0.107202 0.113424
--- I212121 ---
Listed translation, rotation about x: 0.00 0.00 0.50
Listed translation, rotation about y: 0.50 0.00 0.00
Listed translation, rotation about z: 0.00 0.50 0.00
Intrinsic parts in each coset (mod 1): [0.0, 0.5]
Largest site-symmetry order: 2
Common fixed points per conventional cell: 0
Axis miss distances yz, xz, xy (bohr): 2.000 2.250 2.500
Absent reflections, |h|,|k|,|l| <= 4: 364
Exchange sign of z and y rotations at W: -1
A B C for 110 101 011 (hartree): 0.017206 0.039377 0.011820
Four-wave levels at W (hartree): 0.055312 0.055312 0.144448 0.144448
Large-basis levels at W (hartree): 0.026131 0.026131 0.136451 0.136451
--- comparison ---
Reflections examined: 729
Kinetic energy of the four waves (hartree): 0.187378
Mean potential (hartree): -0.087498
E0 (hartree): 0.099880
I212121 root of A^2+B^2+C^2 (hartree): 0.044568
Plane-wave cutoff (hartree): 6.0
Plane waves at W: 248
I212121 largest splitting within a pair < 1e-10 hartree: True
I222 smallest gap, lowest four at W (hartree): 0.006222
The same gap (eV): 0.1693
I212121 gap between lowest pairs at W (hartree): 0.110320
The same gap (eV): 3.0020
I212121 lowest five levels at Gamma (hartree): -0.112759 0.232203 0.273008 0.359881 0.381677
I212121 smallest gap among them (hartree): 0.021796
PASS
```
